# Interface recombination in a degenerate accumulation layer: why np − ni² fails

**Q.** I model a silicon surface under oxide. In strong accumulation the Fermi level enters the conduction band, so I compute the densities with Fermi-Dirac statistics. For recombination through an interface level I keep the Shockley-Read-Hall rate per unit area,

$$R_{\rm old}=\frac{np-n_i^2}{(n+n_1)/s_p+(p+p_1)/s_n}.$$

The numerator vanishes at equilibrium by the law of mass action, whatever the statistics. So the upgrade is safe.

**A.** The law $np=n_i^2$ belongs to Boltzmann statistics. Compute the product with your own densities. Let $F_n$ and $F_p$ be the quasi-Fermi levels, and take parabolic bands with edges $E_c$ and $E_v$, gap $E_g$ and effective densities of states $N_c$ and $N_v$. Define

$$\eta_n=\frac{F_n-E_c}{kT},\qquad \eta_p=\frac{E_v-F_p}{kT},\qquad \mathcal F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},$$

so that $n=N_c\mathcal F_{1/2}(\eta_n)$ and $p=N_v\mathcal F_{1/2}(\eta_p)$. Now split off the Boltzmann part by writing $\mathcal F_{1/2}(\eta)=\gamma(\eta)e^{\eta}$. Since $\eta_n+\eta_p=(F_n-F_p-E_g)/kT$, and $n_i^2=N_cN_ve^{-E_g/kT}$ is the constant in your formula,

$$np=\gamma_n\gamma_p\,n_i^2\,e^{\Delta/kT},\qquad \Delta=F_n-F_p.$$

At equilibrium $\Delta=0$, and your numerator is $-(1-\gamma_n\gamma_p)n_i^2$.

**Q.** Then everything hangs on $\gamma$. Is it always on the same side of one?

**A.** Yes. At every energy

$$\frac{1}{1+e^{x-\eta}}<e^{\eta-x},$$

because the left denominator has an extra 1. Integrating with the positive weight $\sqrt x$, and using $\frac{2}{\sqrt\pi}\int_0^\infty\sqrt x\,e^{-x}dx=1$, gives $\gamma<1$. The numerator is therefore negative, which in your sign convention is net generation.

Two limits show when this matters. For a dilute gas, expand the occupation as $e^{\eta-x}-e^{2(\eta-x)}+\dots$. The second term integrates to $2^{-3/2}e^{2\eta}$, so $\gamma\simeq1-2^{-3/2}e^{\eta}$. With the Fermi level $3kT$ below the band edge the deviation is about 2%. For $\eta\gg1$ the states fill up to $x=\eta$, and $\gamma\simeq\frac{4}{3\sqrt\pi}\eta^{3/2}e^{-\eta}$, which becomes small.

**Q.** You have shown that my numerator is not zero. You have not shown that the true rate is. Perhaps the traps really do generate carriers until $np=n_i^2$.

**A.** Then we must derive the rate. Take $N_t$ traps per unit area with one level $E_t$, its degeneracy factor absorbed in $E_t$. An empty trap captures an electron from a band state of energy $E$ with coefficient $c(E)$; a filled trap emits into that state with coefficient $e(E)$, provided the state is empty. With $f$ the band occupation and $\theta$ the filled fraction of traps, detailed balance at equilibrium requires, for each energy,

$$c\,f(1-\theta)=e\,(1-f)\,\theta .$$

At equilibrium $f/(1-f)=e^{(E_F-E)/kT}$ and $(1-\theta)/\theta=e^{(E_t-E_F)/kT}$. Hence

$$e(E)=c(E)\,e^{(E_t-E)/kT}.$$

The Fermi level has cancelled. I assume that the transitions exchange energy with a lattice at temperature $T$ and that the coefficients do not depend on the quasi-Fermi levels. The same relation then holds under bias.

Let $x=(E-E_c)/kT$. The total capture rate per empty trap and emission rate per filled trap are

$$C_n=\frac{2N_c}{\sqrt\pi}\int_0^\infty\sqrt x\,c\,f\,dx,\qquad G_n=\frac{2N_c}{\sqrt\pi}\int_0^\infty\sqrt x\,c\,e^{(E_t-E)/kT}(1-f)\,dx .$$

If the electrons are in quasi-equilibrium, $1-f=f\,e^{(E-F_n)/kT}$. Insert this in $G_n$: the energy $E$ drops out of the exponentials, and

$$G_n=C_n\,e^{(E_t-F_n)/kT}.$$

This holds for any $c(E)$. For constant $c=c_n$ we have $C_n=c_nn$. Using $n=N_c\gamma_ne^{(F_n-E_c)/kT}$,

$$G_n=c_n\gamma_nn_1,\qquad n_1=N_ce^{(E_t-E_c)/kT}.$$

Reversing the energy axis gives the hole rates: $G_p=C_pe^{(F_p-E_t)/kT}$, which for constant $c_p$ is $c_p\gamma_pp_1$ with $p_1=N_ve^{(E_v-E_t)/kT}$.

**Q.** So the degeneracy factor enters through emission. What does the net rate become?

**A.** An empty trap fills by electron capture or hole emission, and a filled one empties by electron emission or hole capture. In the steady state

$$(C_n+G_p)(1-\theta)=(G_n+C_p)\theta .$$

With $S=C_n+G_n+C_p+G_p$ this gives $\theta=(C_n+G_p)/S$ and $1-\theta=(G_n+C_p)/S$. The net electron capture rate is

$$R=N_t[C_n(1-\theta)-G_n\theta]=N_t\frac{C_n(G_n+C_p)-G_n(C_n+G_p)}{S}=N_t\frac{C_nC_p-G_nG_p}{S}.$$

The trap energy cancels in $G_nG_p=C_nC_pe^{-\Delta/kT}$, so

$$R=\frac{N_tC_nC_p}{S}\left(1-e^{-\Delta/kT}\right).$$

This is zero at equilibrium. For constant coefficients, use $n_1p_1=n_i^2$, divide numerator and denominator by $c_nc_p$, and define $s_n=N_tc_n$, $s_p=N_tc_p$:

$$R=\frac{np-\gamma_n\gamma_pn_i^2}{(n+\gamma_nn_1)/s_p+(p+\gamma_pp_1)/s_n}.$$

The numerator can equally be written $np\,(1-e^{-\Delta/kT})$.

**Q.** Which physical process did my version get wrong?

**A.** Emission. Replace $1-f$ by 1 in $G_n$. The integral becomes $c_nN_ce^{(E_t-E_c)/kT}=c_nn_1$, without $\gamma_n$. Do the same for holes, and the steady-state algebra returns your formula, denominator included. Your capture term counts the electrons that Pauli exclusion allows, while your emission term sends electrons into states that are already occupied.

**Q.** I would like to see the size of this at a silicon surface.

**A.** Take n-type silicon at 300 K, where $kT=25.85$ meV, with an oxide field of 5 MV/cm. Rough typical parameters are $E_g=1.12$ eV, $N_c=2.8\times10^{19}$ cm⁻³, $N_v=2.9\times10^{19}$ cm⁻³ and $N_d=10^{16}$ cm⁻³ ionized donors. They give $n_i^2=1.243\times10^{20}$ cm⁻⁶. The relative permittivities 3.9 and 11.7 reduce the field to $\mathcal E_s=1.667$ MV/cm on the silicon side, neglecting interface charge. The sheet charge $\varepsilon\mathcal E_s$ is 1.73 µC/cm², or $1.08\times10^{13}$ electrons/cm².

The surface Fermi level follows from Poisson's equation. At equilibrium the potential moves $\eta_n$ with it, so

$$\frac{kT}{q}\frac{d^2\eta_n}{dx^2}=\frac q\varepsilon(n-p-N_d),$$

where $x$ is now depth. Multiply by $d\eta_n/dx$ and integrate from the neutral bulk, where the field vanishes. Let $\mathcal F_{3/2}$ be the integral of $\mathcal F_{1/2}$ that vanishes at $\eta\to-\infty$, and let $g=E_g/kT$. Since $p=N_v\mathcal F_{1/2}(-g-\eta_n)$, the hole term changes sign on integration:

$$\frac{\varepsilon\mathcal E_s^2}{2kT}=\Big[N_c\mathcal F_{3/2}(\eta)+N_v\mathcal F_{3/2}(-g-\eta)-N_d\eta\Big]_{\eta_b}^{\eta_s}.$$

The left side is $3.47\times10^{20}$ cm⁻³. Numerical root finding gives $\eta_b=-7.94$ in the bulk and $\eta_s=3.867$ at the surface, so the Fermi level lies 100 meV above the band edge there. Then

$$n=2.8\times10^{19}\times6.223=1.742\times10^{20}\ {\rm cm^{-3}},\qquad \gamma_n=\frac{6.223}{47.78}=0.130 .$$

These digits belong to parabolic bands; a nonparabolicity of 0.5 eV⁻¹ moves the Fermi level to about 96 meV and $\gamma_n$ to about 0.15–0.16. The holes are dilute, $\gamma_p=1$ to this accuracy, and I write $\gamma=\gamma_n\gamma_p$. Their equilibrium density is $p=\gamma n_i^2/n=0.093$ cm⁻³, a statistical mean. Your numerator is

$$np-n_i^2=-(1-0.130)\times1.243\times10^{20}=-1.08\times10^{20}\ {\rm cm^{-6}}.$$

**Q.** And the rate?

**A.** Put the trap at midgap, with $N_t=10^{10}$ cm⁻², $c_n=10^{-7}$ cm³/s and $c_p=10^{-8}$ cm³/s. Then $s_n=1000$ cm/s and $s_p=100$ cm/s. The term $n/s_p=1.742\times10^{18}$ s/cm⁴ dominates the denominator, so

$$R_{\rm old}\simeq\frac{-1.081\times10^{20}}{1.742\times10^{18}}=-62\ {\rm cm^{-2}\,s^{-1}}.$$

Multiplied by the elementary charge, this is a false generation current of $1.0\times10^{-17}$ A/cm².

**Q.** Sixty-two events per square centimetre per second! I can live with that.

**A.** As a contribution to a terminal current, perhaps. Compare it with what this interface can truly generate, though. Hold $F_n$ and the surface density $n$ fixed and remove the holes. The correct rate tends to $-s_p\gamma n_i^2/n=-9.3$ cm⁻² s⁻¹. Your equilibrium error is $(1-\gamma)/\gamma=6.7$ times that limit.

For other splittings, divide the two rates. Their denominators agree here because $n$ is far larger than $n_1$, and the hole terms are negligible. With $v=\Delta/kT$,

$$\frac{R_{\rm old}}R=\frac{\gamma e^v-1}{\gamma(e^v-1)}=1-\frac{1-\gamma}{\gamma(e^v-1)} .$$

With $n$ still fixed, the rates in cm⁻² s⁻¹ are:

| $\Delta$ (eV) | Correct | Old | Old/correct |
|---:|---:|---:|---:|
| −0.20 | −9.29 | −71.3 | 7.68 |
| −0.02 | −5.00 | −67.0 | 13.4 |
| +0.02 | +10.8 | −51.2 | −4.72 |
| +0.10 | +435 | +373 | 0.857 |
| +0.30 | $+1.018\times10^6$ | $+1.018\times10^6$ | 0.9999 |

In deep reverse bias the ratio tends to $1/\gamma=7.68$. At +0.02 eV even the sign is wrong: the interface should recombine carriers, and your formula creates them. In forward bias the relative error is $6.7/(e^v-1)$, which falls below 1% above about 0.17 eV. A forward-bias calculation can therefore look sound while the dark state is wrong.

**Q.** What would the wrong dark state look like?

**A.** Your rate vanishes when $\gamma e^v=1$, that is at

$$\Delta=kT\ln(1/\gamma)=52.7\ {\rm meV}.$$

Suppose this interface were the only route by which holes appear or disappear, with $n$ held fixed. Since $R_{\rm old}\simeq s_p(p-n_i^2/n)$ increases with $p$, the hole density would settle at $n_i^2/n$, which is 7.68 times its equilibrium value. The model would hold a 53 meV splitting in the dark, with no source of energy. If another channel with correct balance were present, it would pull the splitting towards zero, and carriers would circulate for ever, created at the interface and destroyed elsewhere.

**Q.** Then I could return to Boltzmann densities. They make $np-n_i^2$ vanish.

**A.** They do, at the price of a wrong surface. For the same field the Boltzmann density is $3.475\times10^{20}$ cm⁻³, twice the Fermi-Dirac value. The equilibrium hole density becomes $n_i^2/n=0.36$ cm⁻³ instead of 0.093 cm⁻³. The limiting reverse generation is $s_p$ times that density, so it is too large by a factor of 3.9. Zero net rate at equilibrium is necessary for a correct model, but it does not make the densities correct.

**Q.** My simulator has an effective intrinsic density. May I use that?

**A.** Yes, if its square equals $np\,e^{-\Delta/kT}$ for the same density model at the actual quasi-Fermi levels, and if $n_1$ and $p_1$ are corrected consistently. A value stored from the equilibrium solution is not enough, because $\gamma_n$ changes when $n$ changes under bias. Look at what it contains. If it includes gap narrowing but no degeneracy factor, it still fails.

Narrowing also limits the word "generation" in our conclusion. Let the true gap be smaller by $\delta$, while $n$ is held fixed and your $n_i^2$ keeps the original gap. Then $\eta_p$ rises by $\delta/kT$ at equilibrium, and for dilute holes

$$np=\gamma n_i^2e^{\delta/kT}.$$

The false rate is generation for $\delta<kT\ln(1/\gamma)=52.7$ meV and recombination above it. For a rough size, take the exchange energy of an electron at the Fermi wavevector in six equally filled valleys:

$$k_F=\left(\frac{3\pi^2n}{6}\right)^{1/3},\qquad \delta\simeq\frac{q^2k_F}{4\pi^2\varepsilon}=37\ {\rm meV}.$$

This zero-temperature estimate omits correlation and any shift of the valence band. Taken alone, it raises the equilibrium $np/n_i^2$ from 0.13 to 0.55, and the false generation remains but is smaller. The omitted terms are not small. A random-phase estimate of the valence-band shift caused by the same electron gas gives roughly 45 to 50 meV, which brings the total to about 80 meV, above the 52.7 meV threshold. In a bulk-like gas of this density the false rate would then be recombination rather than generation.

**Q.** The accumulation layer is also thin. Does a local density make sense there?

**A.** Not well. In the classical solution the Fermi level lies above the band edge over only 1.2 nm. To size confinement, take a triangular well with half the surface field, $\bar{\mathcal E}=\mathcal E_s/2$, and levels

$$E_j=a_j\left(\frac{\hbar^2q^2\bar{\mathcal E}^2}{2m_z}\right)^{1/3},$$

where $-a_j$ are the zeros of the Airy function. For a (100) surface, two valleys have $m_z=0.916$ and in-plane mass 0.19; four have $m_z=0.19$ and in-plane density-of-states mass $\sqrt{0.916\times0.19}$, all in electron masses. In this rough well the lowest level lies 155 meV above the bottom, and its mean depth is 1.24 nm, as large as the classical degenerate region. The true well is steeper at the surface and flattens with depth, which raises the lowest level but lowers the high ones. The subband numbers here, including the degeneracy factor below, therefore only set a scale.

Fill forty levels of each set with the same sheet density. With $y_j=(F_n-E_j)/kT$ and $D_j$ the two-dimensional density of states of level $j$, the degeneracy factor is

$$\gamma_{2D}=\frac{\sum_jD_j\ln(1+e^{y_j})}{\sum_jD_je^{y_j}}=0.35 .$$

It is below one because $\ln(1+z)<z$ for $z>0$. This factor compares the filling with a Boltzmann filling of the same levels. It is an average over the whole sheet, so it should not be set against the local surface value 0.13: the classical layer, averaged in the same way, also gives about 0.35. If a trap saw this average, and the old rate took its constant product from that Boltzmann filling, the false splitting would be 27 meV. A self-consistent Schrödinger-Poisson (Hartree, hard-wall) solution for the same field and masses puts the lowest level near 218 meV and gives $\gamma_{2D}\approx0.50$ and 18 meV, so the match with the classical average is an accident of the rough well. The bulk $n_i^2$ would also miss the upward shift of the levels, which acts like a wider gap and opposes the narrowing.

**Q.** But 27 meV is less than your 37 meV of exchange narrowing.

**A.** Yes, and with the subband product as reference the two estimates together would reverse the sign. They come from different density models, so I would not take their combination as a prediction. The sign of your error in a real layer of this kind is not settled by these estimates. The corrected balance does not depend on it: the derivation compared capture and emission state by state, so the factor $1-e^{-\Delta/kT}$ also holds for subbands and shifted edges, provided the carriers are in quasi-equilibrium.

**Q.** How close is the rest of the example to a real Si/SiO₂ interface?

**A.** The field is high for continuous use, about half the breakdown field of a good thermal oxide, which is roughly 10 MV/cm. The trap density represents a well-passivated interface. Real interfaces have levels spread through the gap, and capture coefficients are uncertain by orders of magnitude. In this example the false rate scales with $s_p$, while $\gamma$ does not depend on it. The assumption most clearly broken is the classical local density. Confinement changes both the density at the traps and the value of $\gamma$ there, so 0.13 illustrates the fault but does not predict its size in a real layer.

Leakage also puts the absolute current in proportion. The Fowler-Nordheim expression, without image-force lowering, is

$$J=\frac{q^3m_0\mathcal E_{ox}^2}{8\pi h\phi m_{ox}}\exp\left[-\frac{4\sqrt{2m_{ox}}\,\phi^{3/2}}{3q\hbar\mathcal E_{ox}}\right].$$

This is a zero-temperature expression, with $\phi$ measured from the Fermi level of the emitting side. If we simply insert the band-edge barrier of 3.1 eV, with $m_{ox}=0.42m_0$, it gives $3\times10^{-14}$ A/cm², about 3000 times the false current. Here the Fermi level lies above the band edge and the electrons are at 300 K. Both raise the current, so within this tunnelling model the figure is a low estimate. The expression applies if the oxide is thicker than $\phi/(q\mathcal E_{ox})=6.2$ nm.

**Q.** So at room temperature the fault is one of principle here. Does heating change that?

**A.** It changes the size. At 400 K, keep the oxide field, gap and capture coefficients fixed, and scale $N_c$ and $N_v$ as $T^{3/2}$. The layer is less degenerate, with $\gamma=0.28$, but $n_i^2$ is about $10^5$ times larger. The false rate becomes $-6.6\times10^6$ cm⁻² s⁻¹, or $1.1\times10^{-12}$ A/cm². The real gap shrinks by about 28 meV over this range, which would roughly double that rate. Whether that matters depends on the dark current you want to resolve.

**Q.** Then I shall use $np(1-e^{-\Delta/kT})$ in the numerator and put $\gamma_n$ and $\gamma_p$ on $n_1$ and $p_1$.

**A.** That gives zero at equilibrium for whatever densities you compute, and the right denominator for parabolic bands with constant capture coefficients. If the coefficients vary with energy, keep the form with $C_n$ and $C_p$. If the carriers are hot, $F_n$ and $F_p$ at the lattice temperature no longer describe them, and the emission integrals must be done with their actual distributions.
